Silicon's p-like Γ levels and the nearest-neighbour sp3 parameters

**Problem**

Silicon has the diamond structure, with two atoms, a and c, in each primitive cell. Describe it by one s and three p orbitals per atom, with these assumptions:

- The orbitals are orthonormal, and the x, y, z axes are parallel on the two atoms.
- Orbitals on different atoms are coupled between nearest neighbours, by two-centre couplings.
- Spin-orbit coupling is left out.

At Γ, the point k = 0, silicon has a p-like valence triplet, taken as the energy zero, and a p-like conduction triplet at 3.43 eV. Under inversion about the midpoint of a bond the valence triplet is even and the conduction triplet is odd.

(a) Find the Hamiltonian matrix of the p states at Γ.

(b) Find its energies and the parity of its states.

(c) Determine the on-site p energy E_p and the coupling V_xx between like p orbitals, summed over the four bonds. What is the coupling per bond?

(d) Which parameters remain undetermined, and what would change if the two atoms were different?

(e) Estimate how the answers change with spin-orbit coupling, an error in the upper level, second neighbours and d orbitals.

(f) Can the fitted model describe silicon's indirect band edge near X?

Energies are in eV, the natural unit for these data.

**Solution**

**(a) The matrix at Γ**

For N primitive cells, the Bloch state made from orbital i on the a atoms at k = 0 is the uniform sum

|a,i⟩ = N^(−1/2) Σ_R |a,i,R⟩,

and |c,i⟩ is defined in the same way. Each a atom has four c neighbours. The N equal contributions cancel the factor 1/N from normalization, and all phase factors are 1. The matrix element between |a,i⟩ and |c,j⟩ is therefore the plain sum of four bond couplings.

The unit vectors from an a atom to its neighbours are

n = (1,1,1)/√3, (1,−1,−1)/√3, (−1,1,−1)/√3, (−1,−1,1)/√3.

Consider first one bond. A p orbital directed along axis i has a component n_i along the bond and a remainder perpendicular to it. Rotational symmetry about the bond forbids coupling between parallel and perpendicular components. Let V_σ be the coupling of two parallel components and V_π that of two perpendicular components in the same direction. Then

t_ij = V_σ n_i n_j + V_π (δ_ij − n_i n_j)
= V_π δ_ij + (V_σ − V_π) n_i n_j.

The sum over bonds needs two geometrical facts. Every n_i² is 1/3, so

Σ n_x² = Σ n_y² = Σ n_z² = 4/3.

For unlike directions the signs cancel, for example

Σ n_x n_y = (1 − 1 − 1 + 1)/3 = 0,

and likewise for xz and yz. Unlike p orbitals are therefore uncoupled at Γ, while like orbitals have the coupling

V_xx = 4V_π + (4/3)(V_σ − V_π) = (4/3)(V_σ + 2V_π).

An s orbital couples to p orbital j through V_sp n_j, apart from a sign that depends on which atom carries the s orbital. Because Σ n_j = 0, this coupling also vanishes at Γ. Each Cartesian direction thus has its own matrix in the basis (p_a, p_c):

H = [[E_p, V_xx], [V_xx, E_p]].

The two diagonal elements are equal because the atoms are equivalent.

**(b) Energies and parity**

The eigenvalue condition is

(E_p − E)² − V_xx² = 0,

so that

E = E_p ± V_xx.

Acting with H on (p_a + p_c)/√2 gives the energy E_p + V_xx. Acting on (p_a − p_c)/√2 gives E_p − V_xx. Each energy occurs three times, once for each direction.

Inversion about a bond midpoint exchanges the two sublattices and reverses every p orbital:

p_a → −p_c, p_c → −p_a.

Hence

p_a − p_c → −p_c + p_a, which is even,
p_a + p_c → −p_c − p_a, which is odd.

The levels are therefore

E_even = E_p − V_xx,
E_odd = E_p + V_xx.

In the even state the p orbitals on the two atoms point in opposite directions. Along a bond, the lobes that face each other then have the same sign, which is bonding. The components perpendicular to the bond are antibonding, so the state is bonding overall only if V_σ + 2V_π is positive, as part (c) finds. This agrees with its place in the valence band.

**(c) The parameters**

Adding the two relations removes V_xx, and subtracting them removes E_p:

E_p = (E_odd + E_even)/2 = (3.43 + 0)/2 = 1.715 eV,

V_xx = (E_odd − E_even)/2 = (3.43 − 0)/2 = 1.715 eV.

Substitution returns 1.715 − 1.715 = 0 eV and 1.715 + 1.715 = 3.43 eV.

The quantity V_xx contains four bonds. The coupling of like p orbitals along a single bond is t_xx = (V_σ + 2V_π)/3, the same for all four, so

t_xx = V_xx/4 = 0.429 eV.

The two parameters are equal because the valence level was chosen as zero. If all energies are raised by C, E_p becomes 1.715 eV + C, while V_xx, half a difference, stays at 1.715 eV.

The energies alone would allow V_xx = −1.715 eV as well, since this merely exchanges the two combinations. The lower triplet would then be odd, contrary to the given parity. The positive sign also belongs to the choice of parallel axes. If the p axes on all c atoms are reversed, V_xx changes sign, but the physical states and energies do not change.

**(d) What the two levels leave open**

The s energy and the ss and sp couplings do not enter the p matrix at Γ. Nor does the combination

V_xy = (4/3)(V_σ − V_π),

which can couple unlike p orbitals away from Γ, where the bond phases no longer let the sum cancel. To separate V_σ from V_π, write the two definitions as

V_σ + 2V_π = 3V_xx/4,
V_σ − V_π = 3V_xy/4.

Subtracting the second from the first gives V_π, and the second then gives V_σ:

V_π = (V_xx − V_xy)/4,
V_σ = (V_xx + 2V_xy)/4.

No level at Γ depends on V_xy, so its value needs other information, such as a level away from Γ. With the rough round value V_xy = 4.6 eV, these formulas give V_σ = 2.73 eV and V_π = −0.72 eV. With V_xy = 3.0 eV both would change, but V_σ + 2V_π, and with it both p levels at Γ, would stay the same.

If the coupling V_xx vanished, the two triplets would merge into one sixfold level at E_p. This can happen without separating the atoms: it suffices that V_σ = −2V_π, so that the two kinds of p coupling cancel in the sum.

If the atoms were different, as in a zinc-blende compound, the on-site energies would be E_m + D and E_m − D, where E_m is their mean. The condition for the energies becomes

(E_m + D − E)(E_m − D − E) − V_xx² = 0,

or (E_m − E)² = D² + V_xx², and therefore

E = E_m ± √(D² + V_xx²).

Two levels would still give the mean on-site energy, but half their separation would be √(D² + V_xx²). A further piece of information would be needed to find D and V_xx separately. In silicon, inversion symmetry makes D = 0.

**(e) Effects left out**

*Spin-orbit coupling.* Add λ L·S on every atom, with L and S in units of ħ. For a p shell,

L·S = [j(j+1) − 2 − 3/4]/2,

which is 1/2 for j = 3/2 and −1 for j = 1/2. The splitting is Δ = 3λ/2, so the two shifts are Δ/3 and −2Δ/3. The operator is the same on both atoms, and in this model both triplets split alike.

Suppose that 0 eV denotes the top of the split valence triplet and 3.43 eV the lower edge of the split conduction triplet. Then

E_p − V_xx + Δ/3 = 0,
E_p + V_xx − 2Δ/3 = 3.43 eV.

The sum and difference of these equations give

E_p = (3.43 eV + Δ/3)/2,
V_xx = (3.43 eV + Δ)/2.

For silicon Δ is roughly 0.044 eV, which gives E_p = 1.722 eV and V_xx = 1.737 eV. The changes are about 0.01 and 0.02 eV. If the data are instead the weighted mean energies of the split triplets, no correction is needed, because the mean shift [4(Δ/3) + 2(−2Δ/3)]/6 is zero.

*Error in the upper level.* With the valence level held at zero, a change δ in the upper level changes both parameters by δ/2. An assumed change of 0.1 eV, as an allowance for temperature and measurement, moves each by 0.05 eV. The third decimal in 1.715 eV therefore records the arithmetic of the given data; it is not a physical accuracy.

*Second neighbours.* Each atom has twelve second neighbours, all on its own sublattice, in directions such as (0,1,1)/√2. For a given axis, eight of these directions have n_x² = 1/2 and four have n_x = 0, so Σ n_x² = 4. The cross sums Σ n_x n_y vanish because the signs occur in opposite pairs. With second-neighbour couplings V_σ2 and V_π2, the formula for t_ij adds to each diagonal element

S = 12V_π2 + 4(V_σ2 − V_π2) = 4(V_σ2 + 2V_π2).

The levels become E_p + S ± V_xx. The fit thus determines E_p + S, and V_xx is unaffected. If both second-neighbour couplings are assumed to be 5% of the corresponding first-neighbour ones, then

S = 4 × 0.05 × (V_σ + 2V_π) = 0.15 V_xx = 0.257 eV.

The bare on-site energy would be 1.715 − 0.257 = 1.458 eV. The fitted E_p of the nearest-neighbour model is an effective energy that has absorbed this sum.

*d orbitals.* These matter most among the effects estimated here. Consider p_x on one atom and d_yz on its neighbour. Let D_σ and D_π be the p–d couplings for components directed along and perpendicular to the bond. The component of d_yz that is symmetric about the bond has amplitude √3 n_y n_z. Its π component belonging to a perpendicular unit vector u has amplitude u_y n_z + u_z n_y, while p_x has the component u_x. Summing over two perpendicular vectors u, with Σ u_i u_j = δ_ij − n_i n_j, gives

Σ u_x(u_y n_z + u_z n_y) = −2 n_x n_y n_z.

One bond therefore contributes

n_x n_y n_z (√3 D_σ − 2D_π).

The product n_x n_y n_z equals 1/(3√3) on all four bonds, so the contributions add:

W = 4[D_σ/3 − 2D_π/(3√3)].

For the reverse arrangement, p on c and d on a, every n is reversed and the sum is −W. The d orbitals are even under inversion on their own site, so the crystal inversion takes d_a to d_c. The even p state (p_a − p_c)/√2 then couples to (d_a + d_c)/√2 with strength

[W − (−W)]/2 = W.

The odd p state (p_a + p_c)/√2 couples to (d_a − d_c)/√2 with strength

[−W + (−W)]/2 = −W.

Let P be the energy of a p combination before this coupling, and let E_d be the d energy, with d–d couplings neglected. An observed level E obeys

(P − E)(E_d − E) = W²,

so that

P = E + W²/(E_d − E).

Take the rough round values E_d = 14 eV, D_σ = −1.4 eV and D_π = 2.4 eV. Then W = −5.56 eV and W² = 30.93 eV², and

P_even = 0 + 30.93/14 = 2.209 eV,
P_odd = 3.43 + 30.93/10.57 = 6.356 eV.

Half their sum and half their difference are E_p = 4.28 eV and V_xx = 2.07 eV. The d orbitals push both p levels down, so the bare p energies must start higher to reproduce the same data. For these parameters E_p rises by about 2.6 eV and V_xx by about 21%. The rise of E_p is robust, but the change of V_xx depends, even in sign, on the neglected d–d couplings. The d_yz–d_yz coupling along one bond is V_ddσ/3 + 2V_ddπ/9 + 4V_ddδ/9. With the rough round values −1.7, 2.6 and −1.8 eV its sum over four bonds is −3.16 eV, which places d_a + d_c at 10.84 eV and d_a − d_c at 17.16 eV. Then P_even = 2.85 eV and P_odd = 5.68 eV, so that E_p = 4.27 eV and V_xx = 1.42 eV, about 17% below 1.715 eV. The value 1.715 eV thus belongs to the sp3 basis. It is not a property of a silicon atom and should not be carried into a model with d orbitals.

**(f) The band edge near X**

The 3.43 eV separation is vertical: both levels are at Γ. A photon of this energy has a vacuum wavelength of 361.5 nm, in the near ultraviolet. Silicon's smallest gap is indirect, roughly 1.1 eV, with the conduction minimum on the line from Γ to X, near X. The two Γ levels alone do not determine that minimum.

To see what the model gives there, use the rough round values E_s = −4.2 eV, V_sp = 2.5 eV per bond, V_ss = −2.1 eV per bond and V_xy = 4.6 eV, together with the fitted E_p and V_xx. At X, k = (2π/a)(1,0,0), where a is the cubic lattice constant. A bond is the vector (a/4)(b_x,b_y,b_z), with each b equal to ±1, so its phase factor is

exp(iπb_x/2) = i b_x.

The sums over bonds now change:

- The ss coupling and the coupling of like p orbitals vanish, because Σ b_x = 0.
- An s orbital couples to p_x on the other sublattice with magnitude T = 4V_sp/√3 = 5.77 eV, because Σ b_x² = 4.
- p_y couples to p_z on the other sublattice with magnitude V_xy, because b_x b_y b_z = 1 on every bond.
- The remaining sums vanish.

The p_y–p_z pairs have energies E_p ± V_xy, or 6.3 and −2.9 eV. The s–p_x pairs have energies

E = (E_s + E_p)/2 ± √{[(E_p − E_s)/2]² + T²}
= −1.24 ± 6.49 eV,

or about 5.24 and −7.73 eV. Each of these four energies occurs twice. The four lower states are filled, so the lowest conduction energy at X is 5.24 eV.

Numerical diagonalization of the 8 × 8 matrix at 201 equally spaced points from Γ to X places the lowest conduction energy at Γ itself, at 3.43 eV. With these parameters the model therefore does not have its lowest conduction energy near X, and it misses silicon's indirect edge by more than 2 eV. The position of the minimum depends on the parameter set: other values of the parameters left open in (d), in particular a weaker V_sp, can move it towards X without changing the two fitted levels. Its energy at X cannot be brought down to silicon's edge in this way. The upper level of the p_y–p_z pairs is E_p + |V_xy|, and the upper level of the s–p_x pairs is never below E_p, so the lowest conduction energy at X is at least E_p = 1.715 eV for any choice of these parameters. The model reproduces the two Γ levels because they were its input. That agreement gives no support for using it to calculate silicon's absorption edge or the transport of its conduction electrons.
